Band-energy error of the linear tetrahedron method and its Blöchl correction, part 1

(Sections cited here and not found follow in the second part.)

**Definitions and conventions**

Energies are in hartree. Wave vectors are in units of 1/a, with a the lattice constant of a simple hypercubic lattice in d dimensions, so the Brillouin zone is a torus of side 2π. The symbol ∫dk means the zone integral divided by (2π)^d. A filled band then holds one electron, and all quantities are per cell and per spin.

The band ε(k) is a fixed periodic function with velocity v = ∇ε and Hessian H_ab = ∂_a∂_b ε. For symmetric matrices, A:B = Σ_ab A_ab B_ab. The step function is θ and the Dirac delta is δ_D. With O = {k: ε(k) < μ} the occupied set,

N = ∫dk θ(μ − ε), E = ∫dk ε θ(μ − ε), Ω = E − μN, D(μ) = dN/dμ.

The Fermi surface (FS) is the set ε = μ.

The mesh has n points per direction and spacing h = 2π/n. Every mesh cube is cut in the same way into simplices whose vertices are corners of the cube. A point of a simplex with vertices k_0, …, k_d is k = Σ_i λ_i k_i with barycentric coordinates λ_i ≥ 0, Σ_i λ_i = 1. The linear interpolant and its error are

ε̃(k) = Σ_i λ_i ε(k_i), η(k) = ε̃(k) − ε(k).

The linear tetrahedron method integrates ε̃ exactly. Its Fermi level μ̃ is fixed by requiring that the occupied set Õ of ε̃ have the same volume N as O, and its band energy is Ẽ = ∫_Õ dk ε̃.

With edge vectors e_ij = k_i − k_j, the mesh tensors are

C_T = Σ_{i<j} e_ij e_ijᵀ / [2(d+1)(d+2)] for a simplex T, and C = the volume-weighted mean of C_T over the simplices of one cube.

C_T is positive definite, because u·C_T·u is a positive multiple of Σ(u·e_ij)² and the edges span the space. So C is positive definite, of order h², and the same for every cube. The velocity tensor of the Fermi surface is

W_ab = ∫dk δ_D(μ − ε) v_a v_b.

**Assumptions**

(A1) ε has four continuous derivatives on the zone. M₂ is the largest spectral norm of H.

(A2) |v| ≥ v₀ > 0 in a shell |ε − μ| < w about the Fermi surface. Then D is positive and bounded by some D_max in that energy window. For a filled band there is no Fermi surface and (A2) is empty.

(A3) The cut of the cube into simplices is mapped onto itself by inversion through the centre of the cube.

**Theorem.** Under (A1) to (A3), as h → 0 at fixed N,

Ẽ − E = ∫_O dk C:H + O(h³) = C:W + O(h³).

The same expression gives Ω̃(μ) − Ω(μ) at fixed μ. The h² term C:W is positive whenever a Fermi surface exists, whatever the sign of the curvature, and it is zero for a filled band. In one dimension C = h²/12. For the six-tetrahedron cut of a cube along the body diagonal s = (s_x, s_y, s_z), s_a = ±1, one has C_aa = h²/12 and C_ab = s_a s_b h²/24 for a ≠ b.

**Lemma 1 (pointwise error).** Where ε is convex on a simplex, η ≥ 0, and where it is concave, η ≤ 0. Everywhere |η| ≤ Δ = ½M₂ℓ², with ℓ the longest edge. If ε is quadratic,

η(k) = ½ Σ_{i<j} λ_i λ_j e_ij·H·e_ij.

Proof. Convexity means ε(Σλ_i k_i) ≤ Σλ_i ε(k_i), which is η ≥ 0; concavity reverses the inequality. Taylor's theorem about k gives

ε(k_i) = ε(k) + v(k)·(k_i − k) + ½ (k_i − k)·H(ξ_i)·(k_i − k)

with ξ_i on the segment from k to k_i. Multiply by λ_i and sum. The first term gives ε(k) since Σλ_i = 1, and the second vanishes since Σλ_i k_i = k. Hence

η(k) = ½ Σ_i λ_i (k_i − k)·H(ξ_i)·(k_i − k),

and |k_i − k| ≤ ℓ gives the bound. For constant H write B(p, q) = p·H·q. Expanding and using Σλ_i k_i = k,

Σ_i λ_i B(k_i − k, k_i − k) = Σ_i λ_i B(k_i, k_i) − 2B(k, k) + B(k, k) = Σ_i λ_i B(k_i, k_i) − B(k, k).

The diagonal terms of the double sum below vanish and each pair occurs twice, so

Σ_{i<j} λ_i λ_j B(e_ij, e_ij) = ½ Σ_{i,j} λ_i λ_j [B(k_i, k_i) + B(k_j, k_j) − 2B(k_i, k_j)] = Σ_i λ_i B(k_i, k_i) − B(k, k).

The two expressions agree. ∎

Only the curvature along the edges enters, so at a saddle η may have either sign.

**Lemma 2 (simplex average).** For i ≠ j the average of λ_iλ_j over a d-simplex is 1/[(d+1)(d+2)]. For quadratic ε the average of η over T is C_T:H.

Proof. The map from (λ_1, …, λ_d) to k is affine, so the average is uniform over the standard simplex. Integrate f(x) exp(−Σx) over x_0, …, x_d ≥ 0 with the substitution x_i = rλ_i. Passing from x_0 to r = Σx has unit Jacobian, and x_i = rλ_i for i = 1, …, d has Jacobian r^d. For f = 1 the integral factorises to 1 and also equals d!·V, with V = ∫dλ_1…dλ_d, because ∫r^d e^{−r}dr = d!. For f = x_i x_j it factorises to 1 again and equals (d+2)!·J with J = ∫λ_iλ_j dλ_1…dλ_d. So J/V = d!/(d+2)!, which is 1/6, 1/12, 1/20 for d = 1, 2, 3. Inserting it in Lemma 1 and writing e·H·e = (e eᵀ):H gives C_T:H. ∎

For d = 1 there is one edge of length h, and C = h²/(2·2·3) = h²/12. For d = 3 the prefactor is 1/(2·4·5) = 1/40.

**Lemma 3 (the six-tetrahedron cut).** C = (h²/24)(1 + s sᵀ), and the cut satisfies (A3).

Proof. Take h = 1 and s = (1,1,1). For each ordering (a, b, c) of the axes, the region 1 ≥ x_a ≥ x_b ≥ x_c ≥ 0 is the tetrahedron with vertices 0, a, a+b, a+b+c, where the letters also denote unit vectors. The six regions fill the cube and have equal volume, being related by permutations of the axes. The six edges of one of them are a, b, c, a+b, b+c and a+b+c.

The three axis edges contribute the unit matrix to Σ e eᵀ, and the body diagonal contributes 1 to every element. The six tetrahedra have twelve face-diagonal edges, shared by symmetry equally among the three pairs of axes, so each pair occurs 4/6 = 2/3 times per tetrahedron. An axis belongs to two pairs, which adds 4/3 to each diagonal element, and each off-diagonal element receives 2/3. The mean of Σ e eᵀ is therefore 1 + 1 + 4/3 = 10/3 on the diagonal and 1 + 2/3 = 5/3 off it. Division by 40 gives 1/12 and 1/24. Reflecting axis a multiplies component a of every edge by −1, so C_ab acquires s_a s_b. Restoring h gives the formula. Inversion x → 1 − x reverses an ordering of coordinates into another ordering, so it permutes the six tetrahedra. ∎

The eigenvalues of C/h² are 1/24 = 0.041667 twice and (1+3)/24 = 0.166667 along s. Curvature along the shared diagonal, the longest edge, costs four times as much as curvature across it.

**Lemma 4 (cube average).** For every cube, the average of η equals the average of C:H up to O(h⁴).

Proof. Expand about the centre c: ε = q + p₃ + R, with q of degree two and Hessian H(c), p₃ a homogeneous cubic in k − c, and |R| = O(h⁴) by (A1). Interpolation is linear in the function, so η is the sum of three errors. The part from q averages to C:H(c) by Lemma 2 applied to each simplex. The cubic is odd under inversion; by (A3) inversion takes simplices to simplices and vertices to vertices, so the interpolant of p₃ is odd too and the error averages to zero. The interpolant of R is a convex combination of values of R, so this part is at most 2 max|R|. Finally H(k) = H(c) + (a term odd in k − c) + O(h²), so the cube average of C:H is C:H(c) + O(h⁴). ∎

The cubic part does not vanish on a single tetrahedron; it cancels between inversion partners. Without (A3) the remainder in this lemma is O(h³), which still suffices for the theorem.

**Lemma 5 (the displacement of the Fermi surface is second order).** At equal N,

∫_Õ dk η ≤ Ẽ − E ≤ ∫_O dk η,

and the two bounds differ by at most 4D_max Δ² = O(h⁴) once 2Δ < w.

Proof. Let S be any set of volume N. The common part of S and O cancels, and S∖O and O∖S have equal volume, so a constant μ may be subtracted:

∫_S ε − ∫_O ε = ∫_{S∖O} (ε − μ) − ∫_{O∖S} (ε − μ) ≥ 0,

since ε ≥ μ outside O and ε < μ inside. Thus O minimises ∫_S ε at given volume, and in the same way Õ minimises ∫_S ε̃. Then

Ẽ ≤ ∫_O ε̃ = E + ∫_O η and E ≤ ∫_Õ ε = Ẽ − ∫_Õ η.

Next, |μ̃ − μ| ≤ Δ. If μ̃ < μ − Δ, every point of Õ would have ε ≤ μ̃ + Δ < μ, and since N(μ) is strictly increasing near μ the volume of Õ would be less than N. The opposite case follows by the same argument for the empty sets. A point in O but not in Õ has ε < μ and ε ≥ ε̃ − Δ ≥ μ̃ − Δ ≥ μ − 2Δ; a point in Õ but not in O has μ ≤ ε ≤ μ + 2Δ. These points fill a volume of at most 4ΔD_max, on which |η| ≤ Δ. ∎

Electrons moved across the Fermi surface at fixed number are exchanged between states of equal energy to first order, so the wrong shape of the surface, itself of order h², does not enter the energy at order h². At fixed μ, Ω = min_S ∫_S (ε − μ) over all sets S without a volume constraint, because the integrand is negative exactly on O. The two inequalities then hold for Ω̃ − Ω with Õ = {ε̃ < μ}, and the sets differ only where |ε − μ| ≤ Δ.

**Lemma 6 (integration by parts).** ∫_O dk H_ab = W_ab.

Proof. H_ab = ∂_a v_b. The torus has no boundary and v is periodic, so the divergence theorem leaves only the Fermi surface:

∫_O dk ∂_a v_b = (2π)^{−d} ∮_FS n_a v_b dS.

The normal n points out of O, towards rising ε, so n = +v/|v|, which exists by (A2). On the other side, near the surface the volume element is dS dk_⊥ with dε = |v| dk_⊥, so ∫dk δ_D(μ − ε)F = (2π)^{−d}∮F dS/|v|. With F = v_a v_b this is the same surface integral. ∎

**Proof of the theorem.** By Lemma 5, Ẽ − E = ∫_O η + O(h⁴). Write ∫_O η = ∫_O C:H + ∫_O (η − C:H). Cubes wholly inside O contribute O(h⁴) to the last integral by Lemma 4. Every point of a cube cut by the Fermi surface lies within √d·h of it, so |ε − μ| ≤ √d·h·max|v| there, and the cut cubes have total volume at most 2√d·h·max|v|·D_max = O(h). On them η − C:H = O(h²), so they contribute O(h³). C is constant and leaves the integral, and Lemma 6 gives C:W. Its integrand v·C·v is at least the smallest eigenvalue of C times v₀², so C:W > 0. For a filled band O is the whole torus and ∫∂_a v_b = 0 by periodicity. The remark after Lemma 5 carries the argument over to Ω. ∎

**Remark 1 (sign and limiting cases).** Overestimation is a local property of convex regions, but the total h² term has one sign. For a nearly filled band, ∫_O C:H = −∫_empty C:H, because the integral over the whole zone is zero. The empty pocket at the top is concave, and leaving out its negative errors leaves a positive total. For a parabolic pocket ε = k²/2m in three dimensions, C:H = tr C/m = h²/(4m) is constant and the error is Nh²/(4m) at leading order. If the band has cubic symmetry, W is a multiple of the unit matrix, C:W = h² tr W/12, and the choice of diagonal is immaterial at this order.

**Remark 2 (the h³ term in one dimension).** Let the Fermi point b = k_0 + sh bound the occupied set from the right, so that a fraction s of the cell [k_0, k_0 + h] is occupied. With k = k_0 + uh, Lemma 1 gives η = ½ε″h²u(1 − u) + O(h³), with ε″ taken at b. Then

∫_0^s (η − h²ε″/12) h du = h³ε″ (s²/4 − s³/6 − s/12) + O(h⁴) = h³ε″ g(s) + O(h⁴),

g(s) = −s(1 − s)(1 − 2s)/12,

as is checked by expanding s(1 − s)(1 − 2s) = s − 3s² + 2s³. A left boundary is the mirror image, with s counted from the right node. Since ∫ε″ over an occupied interval is the sum of |v| at its two ends,

Ẽ − E = (1/2π) Σ_{Fermi points} [h²|v|/12 + h³ε″g(s)] + O(h⁴).

The fraction s jumps about as n changes, so the h³ term oscillates, and the remainder in the theorem cannot be improved to O(h⁴) in general.

**Remark 3 (Fermi level, and the energy at fixed μ).** The surface ε̃ = m lies a normal distance (m − μ − η)/|v| outside the true one, up to relative corrections O(h). Therefore Ñ(m) − N ≈ D(m − μ) − ∫δ_D(μ − ε)η, and Ñ(μ̃) = N gives μ̃ − μ ≈ ⟨η⟩_FS, the average with weight δ_D(μ − ε)/D. Here η is needed on the surface itself, and its variation within a cube is as large as its mean. It may be replaced by C:H only under a further condition.

(E) As h → 0 the Fermi surface samples positions within the mesh cube uniformly.

Under (E), μ̃ − μ ≈ ⟨C:H⟩_FS. A function of the position within the cube is a Fourier series in exp(2πi G·k/h) with integer vectors G. The surface integral of a term with G ≠ 0 has a rapidly varying phase and tends to zero unless the normal is parallel to G on a patch of finite area. This makes (E) the expected behaviour of a curved surface; a rate is not proved here. Condition (E) fails for Fermi points in one dimension and for flat sheets along mesh planes. The theorem itself does not need (E).

At fixed μ, Ẽ(μ) − E = (Ω̃ − Ω) + μ(Ñ − N), and Ñ − N ≈ −D(μ̃ − μ) is of order h². The extra term changes when the zero of energy is moved, so E at fixed μ does not in general obey the theorem; it does when the zero of energy is placed at μ. The two quantities that do obey it differ at order h⁴. The function φ(m) = Ω̃(m) + mN has φ′ = N − Ñ(m) and φ″ = −D̃, so it is stationary at μ̃, where it equals Ẽ, and

(Ẽ − E) − (Ω̃(μ) − Ω) = φ(μ̃) − φ(μ) ≈ ½D(μ̃ − μ)².

**Remark 4 (filled bands).** The integral of a linear function over a simplex is its volume times the mean of the vertex values, because ⟨λ_i⟩ = 1/(d+1) by symmetry. All mesh points are equivalent under mesh translations, so for a filled band they carry equal weight and Ẽ is the plain mesh mean. Write ε = Σ_R c_R e^{ik·R} with integer vectors R, so E = c_0. On a mesh containing k = 0, the mean of e^{ik·R} is a product of geometric sums, equal to 1 if every component of R is a multiple of n and 0 otherwise. Hence Ẽ − E = Σ_{R≠0} c_{nR}. For a band analytic in a strip the coefficients decay exponentially, and no power of h survives.

The lower band of a dimerised chain, ε = −|t₁ + t₂e^{ik}| with r = t₂/t₁ < 1, shows this. Write ε = −t₁(1 + re^{ik})^{1/2}(1 + re^{−ik})^{1/2} and expand each root with a_m = binom(½, m):

c_n = −t₁ Σ_{m≥0} a_{n+m} a_m r^{n+2m}.

From a_n = (−1)^{n−1}(2n−3)!!/(2ⁿn!) and (2n−1)!! = (2n)!/(2ⁿn!) follows a_n = (−1)^{n−1}(2n)!/[(2n−1)4ⁿ n!²]. Stirling's formula, (2n)!/n!² ≈ 4ⁿ/√(πn), gives |a_n| ≈ 1/(2√π n^{3/2}). For large n, a_{n+m} ≈ (−1)^m a_n, and Σ a_m(−r²)^m = √(1 − r²). For even n, a_n < 0, so at leading order in 1/n

Ẽ − E ≈ 2c_n ≈ t₁ √(1 − r²) rⁿ / (√π n^{3/2}).

The local errors are nevertheless of order h². The velocity is v = t₁t₂ sin k/|t₁ + t₂e^{ik}|. With x = cos k, A = t₁² + t₂² and B = 2t₁t₂, v² is proportional to (1 − x²)/(A + Bx), stationary where Bx² + 2Ax + B = 0. The roots are x = −r and x = −1/r, and only the first is a cosine. There sin²k = 1 − r² and A + Bx = t₁²(1 − r²), so |v| = t₂. The band is convex between these two inflection points around k = 0, where ∫ε″dk = 2t₂. The convex cells together give (h²/12)(2t₂)/(2π), and the concave cells give the opposite.

This part has proved that at fixed N the band-energy error of the linear tetrahedron method is C:W + O(h³), with C:W positive whenever a Fermi surface exists and zero for a filled band. What remains is to see where the assumptions fail, to derive the single-tetrahedron formulas and the Blöchl correction that removes the h² error under (E), and to test the results numerically.
